# Drude-Smith Conductivity with Complete Backscattering: Zero dc Value and Half-Drude Peak: a program that tests the result

```python
"""Drude-Smith conductivity with complete backscattering (c = -1).

Result under test: with x = omega*tau and sigma0 = n e^2 tau / m,
    sigma/sigma0 = [1 + c/(1 - i x)]/(1 - i x),
and for c = -1 the real part is 2 x^2/(1 + x^2)^2: zero at x = 0 and
largest at x = 1, where it is 1/2.  Time convention exp(-i omega t).
n: carrier density, tau: mean time between collisions, m: mass,
c: fraction of field-induced velocity kept after the first collision;
the second collision erases it.  In dimensionless parts tau = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, wofz

rng = np.random.default_rng(12345)


def drude_smith(x, c=-1.0):
    d = 1 - 1j * x
    return (1 + c / d) / d


def find_peak(func, low, high):
    """Global maximum on [low, high]: coarse scan, then refinement."""
    grid = np.linspace(low, high, 401)
    values = np.array([func(x) for x in grid])
    i = int(np.argmax(values))
    left, right = grid[max(i - 1, 0)], grid[min(i + 1, 400)]
    res = minimize_scalar(lambda x: -func(x), bounds=(left, right),
                          method="bounded", options={"xatol": 1e-9})
    return res.x, -res.fun


# ---- Random collision histories: two free flights, then no memory ----
flight1 = rng.exponential(size=1_000_000)
flight2 = rng.exponential(size=1_000_000)
history_error = 0.0
for c in (-1.0, -0.6):
    for x in (0.3, 1.0, 2.5):
        first = (np.exp(1j * x * flight1) - 1) / (1j * x)
        second = np.exp(1j * x * flight1) * (np.exp(1j * x * flight2) - 1) / (1j * x)
        estimate = np.mean(first + c * second)
        history_error = max(history_error, abs(estimate - drude_smith(x, c)))
assert history_error < 0.01          # sampling noise is about 0.001 to 0.002
mean_forward, mean_back = flight1.mean(), flight2.mean()
assert abs(mean_forward - mean_back) < 0.01

# ---- Direct time integration of the Poisson-averaged current ----
time = np.linspace(0, 40, 8001)


def transform(x, c=-1.0):
    current = np.exp(-time) * (1 + c * time)
    return simpson(current * np.exp(1j * x * time), x=time)


for c in (-1.0, -0.8, 0.0):
    for x in (0.0, 0.4, 1.0, 3.0):
        assert abs(transform(x, c) - drude_smith(x, c)) < 1e-7
dc_numeric = transform(0.0).real
assert abs(dc_numeric) < 1e-7

peak_x, peak_height = find_peak(lambda x: transform(x).real, 0.0, 12.0)
assert abs(peak_x - 1) < 1e-4 and abs(peak_height - 0.5) < 1e-7
for x in (0.2, 1.0, 4.0):
    s = transform(x)
    assert abs(s.real - 2 * x**2 / (1 + x**2)**2) < 1e-7
    assert abs(s.imag + x * (1 - x**2) / (1 + x**2)**2) < 1e-7
half_low = brentq(lambda x: transform(x).real - 0.25, 0.05, 1)
half_high = brentq(lambda x: transform(x).real - 0.25, 1, 8)
assert abs(half_low - (np.sqrt(2) - 1)) < 1e-6
assert abs(half_high - (np.sqrt(2) + 1)) < 1e-6

# ---- Spectral weight and incomplete backscattering ----
weights = [quad(lambda x: drude_smith(x, c).real, 0, np.inf)[0]
           for c in (-1.0, -0.5, 0.0)]
assert np.allclose(weights, np.pi / 2, atol=1e-6)
partial = {}
for c in (-0.9, -0.8, -0.5):
    px, ph = find_peak(lambda x: transform(x, c).real, 0, 4)
    assert abs(px**2 + (1 + 3 * c) / (1 - c)) < 1e-4
    assert abs(ph - (1 - c)**2 / (-8 * c)) < 1e-6
    partial[c] = (transform(0, c).real, px, ph)
weak_x, _ = find_peak(lambda x: transform(x, -0.3).real, 0, 4)
assert weak_x < 1e-4                 # no peak at nonzero frequency

# ---- Unlimited memory: every collision reverses the velocity ----
t_long = np.linspace(1e-12, 20, 4001)
unlimited = np.zeros_like(t_long)
for n in range(150):
    unlimited += (-1)**n * np.exp(-t_long + n * np.log(t_long) - gammaln(n + 1))
assert np.max(abs(unlimited - np.exp(-2 * t_long))) < 1e-10
unlimited_dc = simpson(unlimited, x=t_long)
assert abs(unlimited_dc - 0.5) < 1e-7
unlimited_x, _ = find_peak(
    lambda x: simpson(unlimited * np.cos(x * t_long), x=t_long), 0, 5)
assert unlimited_x < 1e-4

# ---- Example: silicon grains in oxide, rough typical parameters ----
e, hbar, me, eps0, kB = const.e, const.hbar, const.m_e, const.epsilon_0, const.k
temperature, tau, width = 300.0, 100e-15, 30e-9
density = 1e16 * 1e6
m_t, m_l = 0.19, 0.92
m_c = 3 / (2 / m_t + 1 / m_l)
kT = kB * temperature
mobility = e * tau / (m_c * me)
sigma0 = density * e * mobility
f_peak = peak_x / (2 * np.pi * tau)
v_thermal = np.sqrt(kT / (m_c * me))
mean_speed = np.sqrt(2 / np.pi) * v_thermal
added_eps = sigma0 * tau / eps0
small_x = 1e-4
assert abs((1j * transform(small_x) / small_x).real - 1) < 1e-3

# ---- Closed cell with specular walls and thermalizing collisions ----
wall_rate = mean_speed * tau / width
bulk_rate = 1 - wall_rate            # total collision rate equals 1/tau
assert bulk_rate > 0
odd = np.arange(1, 400, 2)


def closed_cell(x, step):
    """step = thermal speed * tau / cell width; result in units of sigma0."""
    k = odd * np.pi * step
    g = bulk_rate - 1j * x
    a0 = np.sqrt(np.pi / 2) / k * wofz(1j * g / (k * np.sqrt(2)))
    response = -1j * x * (1 - g * a0) / (k**2 * (1 - bulk_rate * a0))
    return np.sum(8 / (np.pi * odd)**2 * response)


step_c = v_thermal * tau / width
count, dt, n_steps = 60_000, 0.02, 750
size = 1 / step_c                    # cell width in thermal speed * tau
position = rng.uniform(0, size, count)
velocity = rng.normal(size=count)
start = velocity.copy()
correlation = [np.mean(start**2)]
for _ in range(n_steps):
    position += velocity * dt
    over, under = position > size, position < 0
    position[over] = 2 * size - position[over]
    position[under] *= -1
    velocity[over | under] *= -1
    hit = np.flatnonzero(rng.random(count) < 1 - np.exp(-bulk_rate * dt))
    velocity[hit] = rng.normal(size=hit.size)
    correlation.append(np.mean(start * velocity))
correlation = np.array(correlation)
t_sim = dt * np.arange(n_steps + 1)
sim_error = 0.0
for x in (0.0, 0.5, 1.0, 2.0):
    sim = np.trapezoid(correlation * np.cos(x * t_sim), t_sim) \
        if hasattr(np, "trapezoid") else np.trapz(correlation * np.cos(x * t_sim), t_sim)
    exact = closed_cell(max(x, 1e-6), step_c).real
    sim_error = max(sim_error, abs(sim - exact))
assert sim_error < 0.03              # sampling noise plus finite time step
assert abs(closed_cell(1e-5, step_c).real) < 1e-6
cell_x, cell_h = find_peak(lambda x: closed_cell(x, step_c).real, 0.01, 6)


def valley_cell(x):
    total = 0.0
    for share, mass in ((2 / 3, m_t), (1 / 3, m_l)):
        total += share * m_c / mass * closed_cell(x, step_c * np.sqrt(m_c / mass)).real
    return total


valley_x, valley_h = find_peak(valley_cell, 0.01, 6)

# ---- Depolarizing field of a spherical grain in oxide ----
eps_si, eps_ox = 11.7, 3.9


def depolarized(x):
    s = drude_smith(x)
    return (s / (1 + 1j * added_eps * s / x / (eps_si + 2 * eps_ox))).real


depol_x, depol_h = find_peak(depolarized, 0.01, 6)

# ---- Holes of equal density with half the scattering time ----
m_hole, tau_ratio = 0.37, 0.5
hole_x, hole_h = find_peak(
    lambda x: drude_smith(x).real
    + tau_ratio * m_c / m_hole * drude_smith(tau_ratio * x).real, 0.01, 6)

# ---- Tunnelling through the oxide, by matching waves at both faces ----
barrier, oxide, m_ox = 3.1 * e, 1.5e-9, 0.4
energy = kT / 2
k_in = np.sqrt(2 * m_c * me * energy) / hbar
kappa = np.sqrt(2 * m_ox * me * (barrier - energy)) / hbar
decay = np.exp(-kappa * oxide)
p, q = 1j * k_in / m_c, kappa / m_ox
matrix = np.array([[1, -1, -decay, 0],
                   [-p, q, -q * decay, 0],
                   [0, decay, 1, -1],
                   [0, -q * decay, q, -p]], dtype=complex)
amplitudes = np.linalg.solve(matrix, np.array([-1, -p, 0, 0], dtype=complex))
transmission = abs(amplitudes[3])**2
assert abs(abs(amplitudes[0])**2 + transmission - 1) < 1e-10
assert 1e-3 * decay**2 < transmission < 4 * decay**2
leak_ratio = width * mean_speed * transmission / 2 / (v_thermal**2 * tau)
assert leak_ratio < 1e-3

# ---- Other energy and density scales ----
m_dos = 6**(2 / 3) * (m_t**2 * m_l)**(1 / 3)
band_density = 2 * (m_dos * me * kT / (2 * np.pi * hbar**2))**1.5
level_gap = 3 * np.pi**2 * hbar**2 / (2 * m_c * me * width**2)
attraction = e**2 / (4 * np.pi * eps0 * eps_si * width / 2)
per_grain = density * np.pi * width**3 / 6
meV = 1e-3 * e

print(f"collision histories: largest error {history_error:.4f} (sigma0)")
print(f"mean forward, return flight: {mean_forward:.3f}, {mean_back:.3f} (tau)")
print(f"c=-1: dc conductivity from time integral {abs(dc_numeric):.1e} (sigma0)")
print(f"c=-1: peak at omega*tau {peak_x:.5f}, height {peak_height:.6f} (sigma0)")
print(f"half-peak points omega*tau: {half_low:.4f}, {half_high:.4f}")
print("spectral weight, c=-1,-0.5,0:", " ".join(f"{w:.5f}" for w in weights))
for c, (dc, px, ph) in partial.items():
    print(f"c={c}: dc {dc:.3f}, peak x {px:.4f}, height {ph:.4f} (sigma0)")
print(f"unlimited memory: dc {unlimited_dc:.4f} (sigma0), peak x {unlimited_x:.1e}")
print(f"input: T {temperature:.0f} K, tau {tau*1e15:.0f} fs, grain {width*1e9:.0f} nm")
print(f"input: electron density {density*1e-6:.1e} cm^-3")
print(f"input: masses transverse {m_t}, longitudinal {m_l} (m_e)")
print(f"conductivity mass {m_c:.4f} m_e")
print(f"in-grain Drude mobility {mobility*1e4:.1f} cm2/Vs")
print(f"sigma0 {sigma0/100:.4f} S/cm")
print(f"peak frequency {f_peak*1e-12:.4f} THz")
print(f"peak conductivity {peak_height*sigma0/100:.4f} S/cm")
print(f"half-peak frequencies {half_low*f_peak*1e-12:.3f}, {half_high*f_peak*1e-12:.3f} THz")
print(f"added static permittivity {added_eps:.3f} (eps0)")
print("spectrum: x, f (THz), Re sigma, Im sigma (S/cm)")
for x in (0.0, 0.1, 0.5, 1.0, 2.0, 10.0):
    s = drude_smith(x) * sigma0 / 100
    print(f"  {x:5.1f} {x/(2*np.pi*tau)*1e-12:8.3f} {s.real:9.4f} {s.imag + 0.0:9.4f}")
print(f"thermal speed along one axis {v_thermal:.3e} m/s")
print(f"thermal speed times tau {v_thermal*tau*1e9:.2f} nm")
print(f"cell: wall rate {wall_rate:.3f}, bulk rate {bulk_rate:.3f} (1/tau)")
print(f"cell: largest simulation-formula difference {sim_error:.4f} (sigma0)")
print(f"cell: peak x {cell_x:.3f}, height {cell_h:.3f} (sigma0)")
print(f"cell, two masses: peak x {valley_x:.3f}, height {valley_h:.3f} (sigma0)")
print(f"input: permittivity silicon {eps_si}, oxide {eps_ox} (eps0)")
print(f"depolarizing field: peak x {depol_x:.4f}, height {depol_h:.4f} (sigma0)")
print(f"input: hole mass {m_hole} m_e, hole tau / electron tau {tau_ratio}")
print(f"with holes: peak x {hole_x:.4f}, height {hole_h:.4f} (electron sigma0)")
print(f"input: oxide {oxide*1e9:.1f} nm, barrier {barrier/e:.1f} eV, mass {m_ox} m_e")
print(f"tunnelling probability per wall hit {transmission:.2e}")
print(f"tunnelling dc leakage {leak_ratio:.2e} (sigma0)")
print(f"density / band effective density {density/band_density:.2e}")
print(f"kT {kT/meV:.2f} meV, peak photon energy {hbar/tau*peak_x/meV:.2f} meV")
print(f"lowest level spacing in cubic grain {level_gap/meV:.2f} meV")
print(f"electron-hole attraction at half grain width {attraction/meV:.2f} meV")
print(f"electrons per spherical grain {per_grain:.3f}")
print("all tests passed")
```

Running it gives:

```
collision histories: largest error 0.0026 (sigma0)
mean forward, return flight: 1.001, 0.998 (tau)
c=-1: dc conductivity from time integral 1.4e-11 (sigma0)
c=-1: peak at omega*tau 1.00000, height 0.500000 (sigma0)
half-peak points omega*tau: 0.4142, 2.4142
spectral weight, c=-1,-0.5,0: 1.57080 1.57080 1.57080
c=-0.9: dc 0.100, peak x 0.9459, height 0.5014 (sigma0)
c=-0.8: dc 0.200, peak x 0.8819, height 0.5062 (sigma0)
c=-0.5: dc 0.500, peak x 0.5774, height 0.5625 (sigma0)
unlimited memory: dc 0.5000 (sigma0), peak x 1.4e-08
input: T 300 K, tau 100 fs, grain 30 nm
input: electron density 1.0e+16 cm^-3
input: masses transverse 0.19, longitudinal 0.92 (m_e)
conductivity mass 0.2583 m_e
in-grain Drude mobility 680.9 cm2/Vs
sigma0 1.0909 S/cm
peak frequency 1.5915 THz
peak conductivity 0.5454 S/cm
half-peak frequencies 0.659, 3.842 THz
added static permittivity 1.232 (eps0)
spectrum: x, f (THz), Re sigma, Im sigma (S/cm)
    0.0    0.000    0.0000    0.0000
    0.1    0.159    0.0214   -0.1059
    0.5    0.796    0.3491   -0.2618
    1.0    1.592    0.5454    0.0000
    2.0    3.183    0.3491    0.2618
   10.0   15.915    0.0214    0.1059
thermal speed along one axis 1.327e+05 m/s
thermal speed times tau 13.27 nm
cell: wall rate 0.353, bulk rate 0.647 (1/tau)
cell: largest simulation-formula difference 0.0062 (sigma0)
cell: peak x 1.839, height 0.418 (sigma0)
cell, two masses: peak x 2.021, height 0.365 (sigma0)
input: permittivity silicon 11.7, oxide 3.9 (eps0)
depolarizing field: peak x 1.0311, height 0.5000 (sigma0)
input: hole mass 0.37 m_e, hole tau / electron tau 0.5
with holes: peak x 1.1442, height 0.6207 (electron sigma0)
input: oxide 1.5 nm, barrier 3.1 eV, mass 0.4 m_e
tunnelling probability per wall hit 3.92e-09
tunnelling dc leakage 3.53e-09 (sigma0)
density / band effective density 3.64e-04
kT 25.85 meV, peak photon energy 6.58 meV
lowest level spacing in cubic grain 4.85 meV
electron-hole attraction at half grain width 8.20 meV
electrons per spherical grain 0.141
all tests passed
```
